# Hydrogen dipole oscillator strengths and bounds on the mean excitation energy: a numerical check

```python
# Mean excitation energy I of H(1s), nonrelativistic, fixed nucleus, atomic units:
#   ln(I/Ry) = L_d + L_c,  L_d = sum_n f_n ln(2 w_n),  L_c = int de (df/de) ln(2 w)
#   f_n = 2^8 n^5 (n-1)^(2n-4) / (3 (n+1)^(2n+4)),   w_n = (1 - 1/n^2)/2
#   df/de = (2^8/3)(1+k^2)^-4 exp(-4 atan(k)/k)/(1-exp(-2 pi/k)), e=k^2/2, w=(1+k^2)/2
# S_d, S_c: partial strengths; S(p) = sum f w^p; A = lim n^3 f_n; claim I = 14.99 eV.
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import physical_constants as pc, m_e, m_p
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh
mp.mp.dps = 20
Ha = pc['Hartree energy in eV'][0]; Ry = Ha/2
bohr = pc['Bohr radius'][0]*1e10; mu = m_p/(m_p + m_e)
A = 256/3*np.exp(-4)

def f_line(n):
    return 256/3/n**3*(1 - 1/n**2)**-4*np.exp(-4*n*np.arctanh(1/n))
def cut(k):
    return mp.mpf(1) if k < 1e-3 else -mp.expm1(-2*mp.pi/k)
def dfde(k):
    k = mp.mpf(k)
    return mp.mpf(256)/3*(1 + k*k)**-4*mp.exp(-4*mp.atan(k)/k)/cut(k)

# bound states: exact integrals of polynomial * exp(-s r)
r = sp.symbols('r', positive=True)
def laplace(poly, s):
    return sum(c*sp.factorial(m)/s**(m + 1) for (m,), c in sp.Poly(sp.expand(poly), r).terms())
for n in [2, 3, 4, 5, 7, 12]:
    q = sp.Rational(1, n)
    P = r**2*sp.expand(sp.assoc_laguerre(n - 2, 3, 2*q*r))*6/((n + 1)*n*(n - 1))
    res = -(P.diff(r, 2) - 2*q*P.diff(r) + q*q*P)/2 + P/r**2 - P/r + q*q*P/2
    assert sp.expand(res) == 0
    norm = laplace(P*P, 2*q); w = (1 - q*q)/2
    assert 1/norm == sp.Rational(4*(n*n - 1), 9*n**5)
    f_len = 2*w*laplace(2*r*r*P, 1 + q)**2/norm/3
    f_vel = 2*laplace(2*r*P, 1 + q)**2/norm/(3*w)
    closed = sp.Rational(2**8*n**5*(n - 1)**(2*n - 4), 3*(n + 1)**(2*n + 4))
    assert f_len == closed and f_vel == closed
    assert abs(f_line(float(n))/float(f_len) - 1) < 1e-12
    if n == 2: z21 = float(sp.sqrt(f_len/(2*w)))*bohr

# continuum: integrate the radial equation, amplitude from WKB (error ~ q''/q^3 ~ 1e-6)
for k, rmax in [(0.3, 400.), (1.0, 200.), (3.0, 200.)]:
    r0 = 1e-3; c2 = (1 - k*k)/10
    y0 = [r0**2*(1 - r0/2 + c2*r0**2), 2*r0 - 1.5*r0**2 + 4*c2*r0**3, 0., 0.]
    rhs = lambda x, y: [y[1], (2/x**2 - 2/x - k*k)*y[0],
                        2*x*x*np.exp(-x)*y[0], 2*x*np.exp(-x)*y[0]]
    sol = solve_ivp(rhs, [r0, rmax], y0, method='DOP853', rtol=1e-11, atol=1e-16,
                    t_eval=[5., rmax])
    kummer = complex(25*mp.exp(-5j*k)*mp.hyp1f1(2 + 1j/k, 4, 10j*k))
    assert abs(kummer - sol.y[0, 0]) < 1e-7
    u, du, d_len, d_vel = sol.y[:, -1]
    qq = np.sqrt(k*k + 2/rmax - 2/rmax**2); dq = (-1/rmax**2 + 2/rmax**3)/qq
    amp2 = qq/k*(u*u + ((du + dq*u/(2*qq))/qq)**2)
    N2 = 2/(np.pi*k)/amp2
    assert abs(N2/float(4*(1 + k*k)/(9*cut(k))) - 1) < 1e-5
    assert abs(d_vel/(12*np.exp(-2*np.arctan(k)/k)/(1 + k*k)**2) - 1) < 1e-7
    assert abs((1 + k*k)/3*N2*d_len**2/float(dfde(k)) - 1) < 1e-5
    y = 1/k
    assert abs(abs(mp.gamma(2 + 1j*y))**2/((1 + y*y)*mp.pi*y/mp.sinh(mp.pi*y)) - 1) < 1e-12
# threshold and high-energy limits
assert abs((1e9*f_line(1e3)/A - 1)*1e6 - 8/3) < 1e-4
assert abs((float(dfde(1e-3))/A - 1)*1e6 + 8/3) < 1e-4
assert abs(dfde(1e5)*mp.mpf(10)**35*3*mp.pi/128 - 1) < 1e-4

# converged sums and integrals
nn = np.arange(2, 200001, dtype=float); fn = f_line(nn); wn = (1 - 1/nn**2)/2
tail = A/(2*(nn[-1] + 0.5)**2)
S_disc = lambda p: np.sum(fn*wn**p) + tail*0.5**p
pts = [0, 0.5, 1, 2, 5, 20, mp.inf]
S_cont = lambda p: float(mp.quad(lambda k: k*dfde(k)*((1 + k*k)/2)**p, pts))
Sd, Sc = S_disc(0), S_cont(0)
Ld = np.sum(fn*np.log1p(-1/nn**2))
Lc = float(mp.quad(lambda k: k*dfde(k)*mp.log1p(k*k), pts))
fmp = lambda n: 2**8*n**5*(n - 1)**(2*n - 4)/(3*(n + 1)**(2*n + 4))
assert abs(mp.nsum(fmp, [2, mp.inf]) - Sd) < 1e-10
assert abs(mp.nsum(lambda n: fmp(n)*mp.log(1 - 1/n**2), [2, mp.inf]) - Ld) < 1e-10
# sum rules against ground-state integrals, v = 2r exp(-r), v' = 2(1-r) exp(-r)
v2, dv2 = 4*r*r, 4*(1 - r)**2
exact = {-1: 2*laplace(v2*r*r, 2)/3, 0: laplace(v2, 2), 1: 2*laplace(dv2, 2)/3,
         2: 2*laplace(dv2/2 + v2/r**2 - v2/r + v2/2, 2)/3}
S = {p: S_disc(p) + S_cont(p) for p in exact}
for p in exact: assert abs(S[p] - float(exact[p])) < 1e-10
L = Ld + Lc; I = Ry*np.exp(L)
assert Ha/S[-1] < I < Ha*S[1]

# independent road: diagonalise H in Sturmians x^2 e^(-x/2) L_j^(3)(x), x = 2r
def pseudo(N, m):
    j = np.arange(N); off = -np.sqrt((j[:-1] + 1.)*(j[:-1] + 4.))/2
    ovl = np.diag(j + 2.) + np.diag(off, 1) + np.diag(off, -1)
    H = (np.diag(j + 2.) - ovl/2)/m - np.eye(N)
    p = (1 + m)/2
    d = m**1.5/4*np.sqrt((j + 1.)*(j + 2.)*(j + 3.))*(
        (j + 4)*(p - 1)**j*p**(-j - 5.) - j*(p - 1)**np.maximum(j - 1, 0)*p**(-j - 4.))
    e, c = eigh(H, ovl); w = e + m/2
    return e, w, 2*m*w*(c.T @ d)**2/3
e, w, f = pseudo(400, 1.0)
assert abs(e[0] + 1/8) < 1e-9 and abs(f[1] - fn[1]) < 1e-9
L_ps = np.sum(f*np.log(2*w)); b = e < 0
h = e[~b][0] - e[b][-1]          # level spacing at threshold limits the split
Ld_ps, Lc_ps = np.sum((f*np.log(2*w))[b]), np.sum((f*np.log(2*w))[~b])
assert abs(L_ps - L) < 1e-8
assert abs(Ld_ps - Ld) < 2*A*h*h + 1e-8 and abs(Lc_ps - Lc) < 2*A*h*h + 1e-8
assert abs(np.sum(f[b]) - Sd) < A*h
e2, w2, f2 = pseudo(400, mu)     # same basis, reduced mass
I_mu = Ry*np.exp(np.sum(f2*np.log(2*w2)))
assert abs(np.sum(f2) - 1) < 1e-8 and abs(I_mu/(mu*I) - 1) < 1e-8

# hand-sized evaluation
M = 10.5; tS = A*(1/(2*M**2) + 13/(24*M**4)); tL = -A/(4*M**4)
S10 = np.sum(fn[:9]); L10 = np.sum(fn[:9]*np.log(2*wn[:9]))
assert abs(S10 + tS - Sd) < 1e-6 and abs(L10 + tL - Ld) < 1e-6
def angle_table(N):
    th = np.linspace(0, np.pi/2, N + 1); t = th[1:-1]; g = np.zeros(N + 1); gl = g.copy()
    g[1:-1] = 256/3*np.sin(t)*np.cos(t)**5*np.exp(-4*t/np.tan(t))/(-np.expm1(-2*np.pi/np.tan(t)))
    gl[1:-1] = -2*np.log(np.cos(t))*g[1:-1]
    return th, g, gl, simpson(g, x=th), simpson(gl, x=th)
th, g, gl, Sc12, Lc12 = angle_table(12)
fine = angle_table(192)
assert abs(Sc12 - Sc) < 2e-4 and abs(Lc12 - Lc) < 2e-4
assert abs(fine[3] - Sc) < 1e-7 and abs(fine[4] - Lc) < 1e-7
assert round(I, 2) == 14.99 and round(I_mu, 2) == 14.98

print(f"Ry = {Ry:.6f} eV, ln(Ry/eV) = {np.log(Ry):.6f}, mu/m_e = {mu:.8f}")
print(f"<2p0|z|1s> = {z21:.5f} angstrom, <r^2> = {1.5*float(exact[-1])*bohr**2:.5f} angstrom^2")
print(f"A = lim n^3 f_n = {A:.6f}; df/dE at threshold = {A/Ha:.6f} 1/eV")
print("n, w_n (eV), f_n, ln(w_n/Ry), f_n ln(w_n/Ry)")
for i in range(9):
    lw = np.log(2*wn[i])
    print(f"{int(nn[i]):2d} {wn[i]*Ha:8.4f} {fn[i]:.7f} {lw:.6f} {fn[i]*lw:.7f}")
print(f"n<=10: sum f = {S10:.7f}, sum f ln = {L10:.7f}")
print(f"tail n>10 (M = {M}): S {tS:.7f}, L {tL:.7f}")
print(f"hand totals: S_d = {S10 + tS:.7f}, L_d = {L10 + tL:.7f}")
print(f"Simpson step = {th[1]:.6f} rad")
print("theta (deg), w (eV), g (1/rad), -2 ln(cos) g (1/rad); both zero at 0 and 90")
for i in range(1, 12):
    print(f"{np.degrees(th[i]):5.1f} {Ry/np.cos(th[i])**2:8.3f} {g[i]:.6f} {gl[i]:.6f}")
print(f"Simpson 12: S_c = {Sc12:.6f}, L_c = {Lc12:.6f}")
print(f"hand result: L = {L10 + tL + Lc12:.6f}, I = {Ry*np.exp(L10 + tL + Lc12):.4f} eV")
print(f"converged S_d = {Sd:.8f}, S_c = {Sc:.8f}, sum = {Sd + Sc:.8f}")
print(f"converged L_d = {Ld:.8f}, L_c = {Lc:.8f}, L = {L:.8f} (unit Ry)")
Ld_eV = np.sum(fn*np.log(wn*Ha)) + tail*np.log(Ry)
Lc_eV = float(mp.quad(lambda k: k*dfde(k)*mp.log((1 + k*k)*Ry), pts))
print(f"parts with unit eV: {Ld_eV:.6f} + {Lc_eV:.6f} = {Ld_eV + Lc_eV:.6f}")
print(f"L_d/S_d = {Ld/Sd:.6f}, I_d = {Ry*np.exp(Ld/Sd):.4f} eV")
print(f"L_c/S_c = {Lc/Sc:.6f}, I_c = {Ry*np.exp(Lc/Sc):.4f} eV")
print(f"I = {I:.4f} eV = {I/Ry:.6f} Ry = {I/Ha:.6f} hartree")
print(f"I with reduced mass = {I_mu:.4f} eV")
print("S(p) in a.u.: " + ", ".join(f"S({p}) = {S[p]:.8f}" for p in S))
print(f"Jensen bounds: {Ha/S[-1]:.4f} eV < I < {Ha*S[1]:.4f} eV")
print(f"400 Sturmians: L = {L_ps:.8f}, I = {Ry*np.exp(L_ps):.4f} eV")
print(f"400 Sturmians: L_d = {Ld_ps:.6f}, L_c = {Lc_ps:.6f}, S_d = {np.sum(f[b]):.4f}")
print(f"400 Sturmians: level spacing at threshold = {h*Ha:.4f} eV")
print("done: every assertion held")
```

Output:

```
Ry = 13.605693 eV, ln(Ry/eV) = 2.610488, mu/m_e = 0.99945568
<2p0|z|1s> = 0.39420 angstrom, <r^2> = 0.84009 angstrom^2
A = lim n^3 f_n = 1.562935; df/dE at threshold = 0.057437 1/eV
n, w_n (eV), f_n, ln(w_n/Ry), f_n ln(w_n/Ry)
 2  10.2043 0.4161967 -0.287682 -0.1197323
 3  12.0939 0.0791016 -0.117783 -0.0093168
 4  12.7553 0.0289910 -0.064539 -0.0018710
 5  13.0615 0.0139383 -0.040822 -0.0005690
 6  13.2278 0.0077995 -0.028171 -0.0002197
 7  13.3280 0.0048140 -0.020619 -0.0000993
 8  13.3931 0.0031834 -0.015748 -0.0000501
 9  13.4377 0.0022161 -0.012423 -0.0000275
10  13.4696 0.0016054 -0.010050 -0.0000161
n<=10: sum f = 0.5578460, sum f ln = -0.1319020
tail n>10 (M = 10.5): S 0.0071578, L -0.0000321
hand totals: S_d = 0.5650038, L_d = -0.1319341
Simpson step = 0.130900 rad
theta (deg), w (eV), g (1/rad), -2 ln(cos) g (1/rad); both zero at 0 and 90
  7.5   13.842 0.199947 0.003436
 15.0   14.583 0.372843 0.025852
 22.5   15.940 0.495550 0.078469
 30.0   18.141 0.552464 0.158934
 37.5   21.617 0.538615 0.249364
 45.0   27.211 0.461811 0.320103
 52.5   36.714 0.342708 0.340192
 60.0   54.423 0.211301 0.292925
 67.5   92.905 0.099230 0.190631
 75.0  203.109 0.028904 0.078135
 82.5  798.593 0.002669 0.010867
Simpson 12: S_c = 0.435002, L_c = 0.228801
hand result: L = 0.096867, I = 14.9896 eV
converged S_d = 0.56500415, S_c = 0.43499585, sum = 1.00000000
converged L_d = -0.13193448, L_c = 0.22891629, L = 0.09698181 (unit Ry)
parts with unit eV: 1.343002 + 1.364468 = 2.707470
L_d/S_d = -0.233511, I_d = 10.7723 eV
L_c/S_c = 0.526249, I_c = 23.0286 eV
I = 14.9913 eV = 1.101840 Ry = 0.550920 hartree
I with reduced mass = 14.9831 eV
S(p) in a.u.: S(-1) = 2.00000000, S(0) = 1.00000000, S(1) = 0.66666667, S(2) = 1.33333333
Jensen bounds: 13.6057 eV < I < 18.1409 eV
400 Sturmians: L = 0.09698181, I = 14.9913 eV
400 Sturmians: L_d = -0.131934, L_c = 0.228916, S_d = 0.5651
400 Sturmians: level spacing at threshold = 0.0081 eV
done: every assertion held
```
